\section*{The scalar two-point function B0 for all real momentum squared}

\section{What goes wrong without the full result}

For spacelike momentum the scalar bubble integral contains the logarithm
\begin{equation*}
\frac{\sqrt\lambda}{s}\,\ln\frac{m_1^2+m_2^2-s+\sqrt\lambda}{2m_1m_2},
\end{equation*}
where $s=p^2$ and $\lambda$ is a quadratic polynomial in $s$. Suppose this is all one has, and $s=20$ is inserted for masses $1$ and $3$. Then $\lambda=64$ and the argument of the logarithm is $(-10+8)/6=-1/3$. The logarithm is $-\ln 3\pm i\pi$, and the expression does not say which sign to take. Dropping the imaginary part is no remedy: in this case it is $1.26$, against a real part of the whole function of $1.41$. At $s=10$ the root $\sqrt\lambda$ is imaginary and the argument of the logarithm complex, so the real value of the product is reached only through complex arithmetic, and at $s=0$ there is a division by zero.

The cure is to carry the $i0$ of the propagators through the calculation and to find the real form of the function in each interval of $s$.

\section{Definition and parameter integral}

I use $\hbar=c=1$, the metric $(+,-,-,-)$, masses $m_1,m_2\ge 0$, real $s=p^2$ and $D=4-2\varepsilon$. In SI units each mass, and the scale $\mu$, is read as mass times $c$, with $k$ and $p$ as momenta; the function is dimensionless and does not change. The definition is
\begin{equation}
B_0=\frac{(2\pi\mu)^{2\varepsilon}}{i\pi^2}\int\!\frac{d^Dk}{[k^2-m_1^2+i0]\,[(k+p)^2-m_2^2+i0]} .
\label{def}
\end{equation}
Combine the denominators with $1/(AB)=\int_0^1dx\,[xA+(1-x)B]^{-2}$. With $\ell=k+(1-x)p$,
\begin{align}
xA+(1-x)B&=k^2+2(1-x)k\!\cdot\! p+(1-x)s\nonumber\\
&\quad-xm_1^2-(1-x)m_2^2+i0\nonumber\\
&=\ell^2-Q+i0,\\
Q(x)&=xm_1^2+(1-x)m_2^2-x(1-x)s .
\label{Q}
\end{align}
The last term of $Q$ arises from $(1-x)s-(1-x)^2s=x(1-x)s$. The shift from $k$ to $\ell$ is allowed because the integral converges for $3<D<4$, from where it is continued. The upper bound comes from large momenta. The lower bound matters at $s=(m_1+m_2)^2$, which includes one massless line with the other on its mass shell; there the integral diverges at small momenta for $D\le3$. The case of two massless lines at $s=0$ converges for no $D$ and is excluded.

The poles in $\ell^0$ lie at $\pm\sqrt{\boldsymbol\ell^2+Q-i0}$. The number under the root is just below the real axis, so the root with the plus sign lies in the fourth quadrant and the other in the second. This holds for either sign of $\boldsymbol\ell^2+Q$. The contour can therefore be turned anticlockwise to $\ell^0=i\ell^0_E$ without meeting a pole. Then $d^D\ell=i\,d^D\ell_E$ and $\ell^2=-\ell_E^2$. For $Q>0$, writing $A^{-2}=\int_0^\infty dt\,t\,e^{-tA}$ gives
\begin{align}
\int\!\frac{d^D\ell_E}{(\ell_E^2+Q)^2}
&=\int_0^\infty\!dt\,t\left(\frac{\pi}{t}\right)^{D/2}e^{-tQ}\nonumber\\
&=\pi^{D/2}\,\Gamma(\varepsilon)\,Q^{-\varepsilon},
\end{align}
and other values follow by continuation to $Q-i0$. The prefactors combine as $(2\pi\mu)^{2\varepsilon}\pi^{2-\varepsilon}/\pi^2=(4\pi\mu^2)^\varepsilon$, so
\begin{equation}
B_0=(4\pi\mu^2)^\varepsilon\,\Gamma(\varepsilon)\int_0^1dx\,(Q-i0)^{-\varepsilon}.
\end{equation}
With $\Gamma(\varepsilon)=1/\varepsilon-\gamma+O(\varepsilon)$ this becomes $B_0=\Delta+b(s)+O(\varepsilon)$, where
\begin{equation}
\Delta=\frac1\varepsilon-\gamma+\ln4\pi,\qquad
b(s)=-\int_0^1dx\,\ln\frac{Q(x)-i0}{\mu^2}.
\label{b}
\end{equation}
The divergence does not depend on $s$ or the masses. If $B_0$ is multiplied by another $1/\varepsilon$, the discarded $O(\varepsilon)$ term contributes to the finite part and $b$ alone is not sufficient.

\section{Where the argument changes sign}

Define $s_\pm=(m_1\pm m_2)^2$: $s_+$ is the threshold and $s_-$ the pseudothreshold. Expanding the square confirms that
\begin{equation}
Q=[xm_1-(1-x)m_2]^2+x(1-x)(s_+-s).
\label{Qpos}
\end{equation}
Take both masses positive. For $s<s_+$ both terms are non-negative and they do not vanish together, so $Q>0$ on $[0,1]$ and $b$ is real. For $s>s_+$ the square vanishes at $x=m_2/(m_1+m_2)$, where $Q<0$, while $Q(0)=m_2^2$ and $Q(1)=m_1^2$ are positive. The quadratic $Q$ then has two roots inside the interval. At $s_-$ nothing happens to the sign of $Q$ on $[0,1]$.

\section{Reduction to one elementary integral}

For $s\ne0$ complete the square:
\begin{equation}
Q=s(x-x_0)^2-\frac{\lambda}{4s},\qquad x_0=\frac{s+m_2^2-m_1^2}{2s},
\end{equation}
with $\lambda=(s+m_2^2-m_1^2)^2-4sm_2^2$. Multiplied out,
\begin{align}
\lambda&=s^2-2s(m_1^2+m_2^2)+(m_1^2-m_2^2)^2\nonumber\\
&=(s-s_+)(s-s_-).
\label{lam}
\end{align}
Integrate (\ref{b}) by parts, with $x-x_0$ as the primitive of $1$. Since $Q'=2s(x-x_0)$,
\begin{equation}
(x-x_0)Q'=2s(x-x_0)^2=2Q+\frac{\lambda}{2s},
\end{equation}
and hence
\begin{align}
b&=2-(1-x_0)\ln\frac{m_1^2}{\mu^2}-x_0\ln\frac{m_2^2}{\mu^2}+F,\label{parts}\\
F&=\frac{\lambda}{2s}K,\qquad K=\int_0^1\frac{dx}{Q-i0}.
\label{FK}
\end{align}
The endpoint logarithms have positive arguments, so the question of the branch now sits in $K$ alone. Inserting $1-x_0=\frac12+(m_1^2-m_2^2)/(2s)$ and $x_0=\frac12-(m_1^2-m_2^2)/(2s)$ gives
\begin{equation}
b=2-\ln\frac{m_1m_2}{\mu^2}+\frac{m_1^2-m_2^2}{s}\ln\frac{m_2}{m_1}+F .
\label{main}
\end{equation}

\section{The integral $K$ in the three regions}

Let $y=2s(x-x_0)$. Then $Q=(y^2-\lambda)/(4s)$ and $dx/Q=2\,dy/(y^2-\lambda)$. The limits are $y(1)=A_1$ and $y(0)=-A_2$, with
\begin{equation}
A_1=s+m_1^2-m_2^2,\qquad A_2=s+m_2^2-m_1^2 .
\end{equation}
Let also $c=m_1^2+m_2^2-s$; from here on $c$ denotes this combination, not the speed of light. Three identities follow by multiplication:
\begin{equation}
\begin{gathered}
A_1+A_2=2s,\qquad A_1A_2+\lambda=-2sc,\\
c^2-\lambda=4m_1^2m_2^2 .
\end{gathered}
\label{ids}
\end{equation}

\subsection{Positive $\lambda$}
Put $R=\sqrt\lambda>0$. The primitive is $R^{-1}\ln|(y-R)/(y+R)|$, and between the limits it gives the real part (a principal value if $Q$ has roots):
\begin{align}
\mathrm{Re}\,K&=\frac1R\ln\left|\frac{(A_1-R)(A_2-R)}{(A_1+R)(A_2+R)}\right|\nonumber\\
&=\frac1R\ln\left|\frac{c+R}{c-R}\right| ,
\label{ReK}
\end{align}
because $(A_1\pm R)(A_2\pm R)=-2sc\pm2sR$ by (\ref{ids}).

Below pseudothreshold $c>2m_1m_2$. Since $(c-R)(c+R)=4m_1^2m_2^2$, the ratio in (\ref{ReK}) is $[(c+R)/(2m_1m_2)]^2$. There are no roots of $Q$ in the interval, so $K$ is real.

Above threshold $c<-2m_1m_2$. Now $|c+R|=4m_1^2m_2^2/(R-c)$, and the ratio is $[2m_1m_2/(R-c)]^2$. The two roots add an imaginary part through $1/(Q-i0)=P(1/Q)+i\pi\delta(Q)$. At each root $|Q'|=|y|=R$, so each contributes $i\pi/R$:
\begin{equation}
K=\frac2R\left[-\ln\frac{R-c}{2m_1m_2}+i\pi\right].
\end{equation}

\subsection{Negative $\lambda$}
For $s_-<s<s_+$ put $\rho=\sqrt{-\lambda}$. Then
\begin{equation}
K=\frac2\rho(\alpha_1+\alpha_2),\qquad \alpha_i=\arctan\frac{A_i}{\rho}.
\end{equation}
From $A_i^2+\rho^2=4sm_i^2$ one has $\cos\alpha_i=\rho/(2m_i\sqrt s)$ and $\sin\alpha_i=A_i/(2m_i\sqrt s)$. With $\theta=\alpha_1+\alpha_2$ the addition theorems give
\begin{align}
\cos\theta&=\frac{-\lambda-A_1A_2}{4sm_1m_2}=\frac{c}{2m_1m_2},\\
\sin\theta&=\frac{\rho(A_1+A_2)}{4sm_1m_2}=\frac{\rho}{2m_1m_2}>0 .
\label{sin}
\end{align}
The sum lies in $(-\pi,\pi)$ and its sine is positive, so $\theta=\arccos[c/(2m_1m_2)]$ with the usual range $(0,\pi)$.

\subsection{Result}
Multiplying by $\lambda/(2s)$ gives the function to be used in (\ref{main}):
\begin{equation}
F=\begin{cases}
\dfrac{\sqrt\lambda}{s}\ln\dfrac{c+\sqrt\lambda}{2m_1m_2}, & s\le s_-,\\[3mm]
-\dfrac{\sqrt{-\lambda}}{s}\arccos\dfrac{c}{2m_1m_2}, & s_-<s<s_+,\\[3mm]
\dfrac{\sqrt\lambda}{s}\left[-\ln\dfrac{\sqrt\lambda-c}{2m_1m_2}+i\pi\right], & s\ge s_+ .
\end{cases}
\label{F}
\end{equation}
It holds for positive masses and $s\ne0$.

\section{The imaginary part}

Above threshold (\ref{F}) gives
\begin{equation}
\mathrm{Im}\,B_0=\frac{\pi\sqrt\lambda}{s},\qquad s>s_+ ,
\label{im}
\end{equation}
and below threshold it is zero. The sign can be read from (\ref{b}): where $Q<0$, $\ln(Q-i0)=\ln|Q|-i\pi$, and the minus sign in front makes this $+i\pi$. The roots are $x_0\pm\sqrt\lambda/(2s)$, so the interval with $Q<0$ has length $\sqrt\lambda/s$, in agreement with (\ref{im}).

The energies $E_i=A_i/(2\sqrt s)$ add up to $\sqrt s$, and $E_i^2-m_i^2=\lambda/(4s)$ for both particles. They are the energies of a real pair at rest as a whole, with relative momentum $q=\sqrt\lambda/(2\sqrt s)$. Thus $\mathrm{Im}\,B_0=2\pi q/\sqrt s$: the imaginary part starts where the two particles in the loop can be on their mass shells together, and grows in proportion to $q$ near that point. For $s\to\infty$ it tends to $\pi$.

\section{Threshold and pseudothreshold}

At $s=s_+$, $F=0$ and $1-x_0=m_1/(m_1+m_2)$. Equation (\ref{parts}) gives
\begin{equation}
b(s_+)=2-\frac{2}{m_1+m_2}\left[m_1\ln\frac{m_1}{\mu}+m_2\ln\frac{m_2}{\mu}\right].
\label{bthr}
\end{equation}
Let $s=s_+-\delta$ with small $\delta>0$. Then $\rho\simeq2\sqrt{m_1m_2\delta}$ and $\theta\to\pi$, so
\begin{equation}
b(s_+)-b(s_+-\delta)\simeq\frac{2\pi\sqrt{m_1m_2}}{s_+}\sqrt\delta .
\label{cusp}
\end{equation}
The slope is infinite from below. From above, the same square root appears in $\mathrm{Im}\,b$ by (\ref{im}), while $\mathrm{Re}\,b$ is linear: there $\mathrm{Re}\,K\to-1/(m_1m_2)$ and $d\lambda/ds=s_+-s_-=4m_1m_2$, so $\mathrm{Re}\,F$ has slope $-2/s_+$.

At $s=s_-$ with unequal masses, $1-x_0=m_1/(m_1-m_2)$ and
\begin{equation}
b(s_-)=2-\frac{2}{m_1-m_2}\left[m_1\ln\frac{m_1}{\mu}-m_2\ln\frac{m_2}{\mu}\right].
\label{bps}
\end{equation}
Here $b$ is smooth, although (\ref{F}) changes its form. The reason is (\ref{Qpos}): $Q$ stays positive on the whole interval, so (\ref{b}) can be differentiated under the integral any number of times. For the slope, $K\to1/(m_1m_2)$ and $d\lambda/ds=-4m_1m_2$, so $F$ has slope $-2/s_-$. Adding the derivative of the third term of (\ref{main}) gives one expression for both points,
\begin{equation}
\frac{d\,\mathrm{Re}\,b}{ds}=-\frac2{s_\pm}-\frac{m_1^2-m_2^2}{s_\pm^2}\ln\frac{m_2}{m_1},
\label{slope}
\end{equation}
taken from above at $s_+$ and from either side at $s_-$.

\section{Limits}

\subsection{Zero momentum squared}
At $s=0$, $Q$ is linear in $x$. With $v=Q$ as variable and $m_1\ne m_2$,
\begin{align}
b(0)&=-\frac1{m_1^2-m_2^2}\int_{m_2^2}^{m_1^2}dv\,\ln\frac v{\mu^2}\nonumber\\
&=1-\frac{m_1^2\ln(m_1^2/\mu^2)-m_2^2\ln(m_2^2/\mu^2)}{m_1^2-m_2^2}.
\label{zero}
\end{align}
For equal masses $Q=m^2$ and $b(0)=-\ln(m^2/\mu^2)$. In (\ref{main}) the two terms in $1/s$ cancel as $s\to0$: $\sqrt\lambda\to|m_1^2-m_2^2|$, and the logarithm in $F$ tends to that of the larger mass over the smaller. In numerical work this cancellation costs digits at very small $|s|$, where (\ref{zero}) or the integral (\ref{b}) is safer.

\subsection{One massless line}
For $m_1=0$, $m_2=m>0$, $Q=(1-x)(m^2-xs)$. The factor $1-x$ contributes $-\int_0^1dx\ln(1-x)=1$. With $\sigma=s/m^2$ the other needs
\begin{equation}
\int_0^1dx\,\ln(1-\sigma x)=-1-\frac{1-\sigma}{\sigma}\ln(1-\sigma),
\end{equation}
so that
\begin{equation}
b=2-\ln\frac{m^2}{\mu^2}+\frac{m^2-s}{s}\ln\frac{m^2-s-i0}{m^2}.
\label{massless}
\end{equation}
For $s>m^2$ the logarithm has imaginary part $-\pi$ and a negative prefactor, giving $\mathrm{Im}\,b=\pi(s-m^2)/s$. Threshold and pseudothreshold have merged at $s=m^2$, where $b=2-\ln(m^2/\mu^2)$. At $s=0$ the value is $1-\ln(m^2/\mu^2)$.

At fixed $s\ne m^2$, $\sqrt\lambda$ and $c$ have expansions in $m_1^2$ and the terms in $\ln m_1$ cancel in (\ref{main}) at leading order, so a small mass $m_1$ changes $b$ only at order $m_1^2\ln m_1$. On the mass shell $s=m^2$ the order is different. At $s=m^2$, $c=m_1^2$ and $-\lambda=m_1^2(4m^2-m_1^2)$; expanding (\ref{main}) gives
\begin{equation}
b=2-\ln\frac{m^2}{\mu^2}-\frac{\pi m_1}{m}+\frac{m_1^2}{m^2}\left(\ln\frac m{m_1}+1\right)+\dots
\label{light}
\end{equation}
The correction is linear in $m_1$, not quadratic.

\subsection{Both lines massless}
With $Q=-x(1-x)s$,
\begin{equation}
b=2-\ln\frac{-s-i0}{\mu^2},\qquad s\ne0 .
\end{equation}
This is also the limit of (\ref{main}) for $|s|$ much larger than both squared masses. At $s=0$ with both masses zero $b$ diverges, and the separation into $\Delta$ and a finite part fails.

\section{Worked example}

Take $m_1=1$, $m_2=3$, $\mu=2$ in a mass unit $M$, so $s_-=4$ and $s_+=16$ in units of $M^2$. The first three terms of (\ref{main}) are $2.2877-8.7889/s$, from $2-\ln(3/4)$ and $-8\ln3$. Then
\begin{align*}
b(-8.5)&=2.2877+1.0340-\tfrac{17.5}{8.5}\ln6=-0.3672,\\
b(2.5)&=2.2877-3.5156+\tfrac{4.5}{2.5}\ln2=0.0198,\\
b(10)&=2.2877-0.8789-\tfrac{6}{10}\cdot\tfrac\pi2=0.4663,\\
b(20)&=2.2877-0.4394+\tfrac{8}{20}(-\ln3+i\pi)\\
&=1.4088+1.2566\,i .
\end{align*}
The special points follow from (\ref{zero}), (\ref{bps}) and (\ref{bthr}): $b(0)=-0.0856$, $b(4)=0.0905$ and $b(16)=1.7384$. Direct quadrature of (\ref{b}) confirms all seven values; see the numerical output.

Below threshold $b$ rises, since $db/ds=\int_0^1dx\,x(1-x)/Q>0$. The rise is steep near $s=16$, where (\ref{cusp}) has the coefficient $0.680\,M^{-1}$. Above threshold the slope (\ref{slope}) is $-0.0907\,M^{-2}$, so for these masses the real part has a pointed maximum at threshold. At $s=4$ the slopes from left and right agree with the formula, $0.0493\,M^{-2}$.

At $s=20$ the roots of $Q$ are $x=0.5$ and $0.9$, and $\pi\times0.4=1.2566$ is the imaginary part. The pair has momentum $0.894\,M$ and energies $1.342\,M$ and $3.130\,M$, whose sum is $\sqrt{20}\,M$.

With $m_1=0$ and the other values kept, (\ref{massless}) gives $1.1891$ at the merged threshold $s=9$, and at $s=20$
\begin{equation*}
b=1.1891-\tfrac{11}{20}\left(\ln\tfrac{11}{9}-i\pi\right)=1.0787+1.7279\,i .
\end{equation*}
For $m_1=10^{-3}\,M$ at $s=9$ the computed change of $b$ divided by $m_1$ is $-1.0462\,M^{-1}$, against $-\pi/m=-1.0472\,M^{-1}$. The excess $0.0010\,M^{-1}$ is the next term of (\ref{light}) divided by $m_1$, $(m_1/m^2)[\ln(m/m_1)+1]=0.0010\,M^{-1}$.

\section{A check that joins real and imaginary parts}

For complex $s$ and $0<x<1$, $\mathrm{Im}\,Q=-x(1-x)\,\mathrm{Im}\,s\ne0$. Hence $b$ is analytic in the $s$ plane cut along $s\ge s_+$. The function $[b(s)-b(0)]/s$ falls off as $\ln|s|/|s|$, so the large circle in Cauchy's formula drops out. The jump across the cut is $2i\,\mathrm{Im}\,b$, and for real $s<s_+$
\begin{align}
b(s)-b(0)&=\frac s\pi\int_{s_+}^\infty ds'\,\frac{\mathrm{Im}\,b(s')}{s'(s'-s)}\nonumber\\
&=s\int_{s_+}^\infty ds'\,\frac{\sqrt{\lambda(s')}}{s'^2(s'-s)} .
\end{align}
In the example this integral is $-0.2817$, $0.1054$ and $0.5519$ at $s=-8.5$, $2.5$ and $10$. The differences of the values above are the same, for instance $-0.3672+0.0856=-0.2816$ up to rounding. The imaginary part thus fixes the $s$ dependence below threshold; the constant $b(0)$, which carries the scale $\mu$, has to be supplied separately.

\section*{Computed results}
\begin{verbatim}
m1 = 1.0 M, m2 = 3.0 M, mu = 2.0 M
pseudothreshold = 4.0 M^2, threshold = 16.0 M^2
b = B0 - Delta is dimensionless; s in M^2, lambda in M^4
s =  -8.5: lambda =  306.25, b = -0.367246 + 0.000000 i, quadrature Re -0.367246, Im 0.000000
s =   0.0: lambda =   64.00, b = -0.085583 + 0.000000 i, quadrature Re -0.085583, Im 0.000000
s =   2.5: lambda =   20.25, b = 0.019788 + 0.000000 i, quadrature Re 0.019788, Im 0.000000
s =   4.0: lambda =   -0.00, b = 0.090457 + 0.000000 i, quadrature Re 0.090457, Im 0.000000
s =  10.0: lambda =  -36.00, b = 0.466314 + 0.000000 i, quadrature Re 0.466314, Im 0.000000
s =  16.0: lambda =    0.00, b = 1.738376 + 0.000000 i, quadrature Re 1.738376, Im 0.000000
s =  20.0: lambda =   64.00, b = 1.408792 + 1.256637 i, quadrature Re 1.408792, Im 1.256637
s =  -8.5 M^2: sqrt(lambda) = 17.5000 M^2, log argument 6.0000
   K = 0.204773 + 0.000000 i  M^-2
s =   2.5 M^2: sqrt(lambda) = 4.5000 M^2, log argument 2.0000
   K = 0.308065 + 0.000000 i  M^-2
s =  10.0 M^2: sqrt(-lambda) = 6.0000 M^2, angle 1.570796 rad
   K = 0.523599 + 0.000000 i  M^-2
s =  20.0 M^2: sqrt(lambda) = 8.0000 M^2, log argument 3.0000
   K = -0.274653 + 0.785398 i  M^-2
s = 20 M^2: roots of Q at x = 0.5000 and 0.9000
s = 20 M^2: pair momentum 0.894427 M, energies 1.341641 M and 3.130495 M
cusp coefficient: formula 0.68017, below 0.67927, above (Im) 0.68017 M^-1
slope of Re b above threshold: formula -0.09067, numeric -0.09067 M^-2
slope at pseudothreshold: formula 0.04931, left 0.04930, right 0.04931 M^-2
dispersion integral b(s) - b(0) at s = -8.5 M^2: -0.281663
dispersion integral b(s) - b(0) at s = 2.5 M^2: 0.105371
dispersion integral b(s) - b(0) at s = 10.0 M^2: 0.551898
m1 = 0, m2 = 3 M, s = -8.5 M^2: b = -0.179999 + 0.000000 i
m1 = 0, m2 = 3 M, s = 0.0 M^2: b = 0.189070 + 0.000000 i
m1 = 0, m2 = 3 M, s = 9.0 M^2: b = 1.189070 + 0.000000 i
m1 = 0, m2 = 3 M, s = 20.0 M^2: b = 1.078701 + 1.727876 i
m1 -> 0 at s = m2^2: change of b per m1 = -1.0462 M^-1, -pi/m2 = -1.0472 M^-1
D = 2.6, s = -8.5 M^2: momentum integral 0.4108573, parameter integral 0.4108573 M^-1.4
b(-8.5 M^2) from eps = 1e-7: -0.36725
largest deviation from quadrature: regular points 1.2e-15, special points 3.2e-08
\end{verbatim}
